The spherical-cap factor for crystal nucleation at a flat heater

**Definitions and conventions**

A crystal nucleus grows in a supercooled or amorphous phase-change layer that lies on a flat, rigid heater. The heater surface is the plane z = 0 and the layer occupies z > 0. The nucleus has volume V, a free surface of area A facing the amorphous phase, and a base of area B on the heater.

Four material quantities enter:

γ = energy per area of the crystal/amorphous interface
γ_ah = energy per area of the amorphous/heater interface
γ_ch = energy per area of the crystal/heater interface
g = free energy released per volume crystallized, g > 0

All are taken as uniform and independent of the size of the nucleus, and γ as independent of the orientation of the surface. Elastic strain, heater roughness and any extra energy of the contact line are left out.

Crystallizing the volume V changes the free energy by −gV. The free surface costs γA. The base costs γ_ch B, but it removes amorphous/heater contact worth γ_ah B. The work of formation is therefore

ΔG = −gV + γA + (γ_ch − γ_ah)B = −gV + γ(A − wB),

w = (γ_ah − γ_ch)/γ.

A positive w means that the heater prefers the crystal to the amorphous phase. For −1 < w < 1 the contact angle θ, measured through the crystal, is defined by

cos θ = w.

This is Young's equation, γ_ah = γ_ch + γ cos θ. At this point it merely names an angle; that the nucleus meets the heater at this angle has to be shown.

The barrier is the lowest value that the maximum of ΔG along a growth path can take. Let W_hom be its value far from any wall and W_het its value at the heater. The result to be derived is

W_het = f(θ) W_hom,

W_hom = 16πγ³/(3g²),

f(θ) = (2 + cos θ)(1 − cos θ)²/4.

**First derivation: a saddle among spherical caps**

Assume that the nucleus is a cap cut from a sphere of radius R, meeting the heater at an angle β that is left free. Write x = cos β, with −1 < x < 1. The centre of the sphere lies at height −Rx, so the cap is the part of the sphere at distances s from Rx to R above the centre. A slice at s is a disk of area π(R² − s²), and

V = ∫ from Rx to R of π(R² − s²) ds
= π[R³ − R³/3 − R³x + R³x³/3]
= πR³(2 − 3x + x³)/3.

The free surface consists of rings at polar angle α, with circumference 2πR sin α and width R dα:

A = ∫ from 0 to β of 2πR² sin α dα = 2πR²(1 − x).

The base is a disk of radius R sin β:

B = πR²(1 − x²).

Multiplying out (1 − x)²(2 + x) = (1 − 2x + x²)(2 + x) gives 2 − 3x + x³, so the cubic in V has the factors (1 − x)² and (2 + x). The work is

ΔG(R, x) = −πgR³(2 − 3x + x³)/3 + πγR²[2(1 − x) − w(1 − x²)].

A critical nucleus is stationary with respect to both variables. The derivative with respect to x is

∂ΔG/∂x = πgR³(1 − x²) − 2πγR²(1 − wx),

and setting it to zero gives

gR(1 − x²) = 2γ(1 − wx).  (a)

The derivative with respect to R is

∂ΔG/∂R = −πgR²(1 − x)²(2 + x) + 2πγR(1 − x)[2 − w(1 + x)].

Setting it to zero and dividing by πR(1 − x), which is not zero, gives

gR(1 − x)(2 + x) = 2γ[2 − w(1 + x)].  (b)

Multiply (b) by (1 + x) and replace gR(1 − x²) by means of (a). After division by 2γ,

(1 − wx)(2 + x) = (1 + x)[2 − w(1 + x)].

The left side is 2 + x − 2wx − wx². The right side is 2 + 2x − w − 2wx − wx². Their difference is w − x, so

x = w, that is, β = θ.

Young's angle is thus a result of the stationarity conditions. With x = w, both sides of (a) contain the factor 1 − w², and

R* = 2γ/g.

The critical radius of curvature does not depend on the heater. Growth of a curved interface is balanced when the driving free energy g equals γ times the sum of the two principal curvatures, 2/R. The heater sets the edge of the cap but does not enter this balance.

At x = w the surface bracket becomes 2 − 2w − w + w³ = 2 − 3w + w³ = 4f. The same cubic appears in the volume, so

ΔG(R, w) = f(θ)[4πγR² − 4πgR³/3].

The square bracket is the work of forming a complete sphere. At R = 2γ/g it equals

16πγ³/g² − 32πγ³/(3g²) = 16πγ³/(3g²) = W_hom,

which gives W_het = f W_hom. Since V = f·4πR³/3, the factor f is also the fraction of the critical sphere that has to be assembled.

The second derivatives show what kind of point this is. At x = w and R = R*, using gR* = 2γ,

∂²ΔG/∂R² = −2πγ(1 − w)²(2 + w),
∂²ΔG/∂x² = −2πγR*²w,
∂²ΔG/∂R∂x = 2πγR*(1 − w²).

Their determinant is

4π²γ²R*²(1 − w)²[w(2 + w) − (1 + w)²] = −4π²γ²R*²(1 − w)².

It is negative, so the critical nucleus is a saddle. For w > 0 the second derivative with respect to x is itself negative: with the radius held at R*, Young's angle is then a local maximum of ΔG, not a minimum. The reason is that changing the angle at fixed R also changes the volume. The variation that selects the equilibrium shape keeps V fixed, and the second derivation is built on it.

**Second derivation: the best shape at given volume**

Now let the nucleus be any body Ω in z ≥ 0 bounded by finitely many smooth pieces. Its surface energy divided by γ is A − wB. A lower limit on this quantity at given V follows from comparing Ω with the reference body

K = the part of the unit ball with z ≥ w.

By the volume formula above with R = 1, its volume is

|K| = π(2 − 3w + w³)/3 = 4πf/3.

Define a map T = (T₁, T₂, T₃) from Ω into K, one coordinate at a time. First choose T₁(x₁) so that the fraction of Ω's volume lying below x₁ equals the fraction of K's volume lying below T₁. Then, within the corresponding plane slices, choose T₂(x₁, x₂) so that the area fractions agree. Finally, along the corresponding vertical lines, choose T₃(x₁, x₂, x₃) so that the length fractions agree.

Let a be the area of a slice and l the length of a vertical line within a body, with subscripts Ω and K. Differentiating the three matching conditions gives

∂T₁/∂x₁ = (a_Ω/V)(|K|/a_K),
∂T₂/∂x₂ = (l_Ω/a_Ω)(a_K/l_K),
∂T₃/∂x₃ = l_K/l_Ω.

All three are positive, and in their product the areas and lengths cancel, leaving |K|/V. The arithmetic mean of three positive numbers is at least their geometric mean, so

div T = ∂T₁/∂x₁ + ∂T₂/∂x₂ + ∂T₃/∂x₃ ≥ 3(|K|/V)^(1/3).

Integration over Ω multiplies the constant on the right by V:

∫ div T dV ≥ 3|K|^(1/3) V^(2/3).

The left side can be turned into a surface integral of T·n, where n is the outward normal. Each term ∂Tᵢ/∂xᵢ is integrated along lines parallel to its own axis, and Tᵢ is continuous along those lines. Possible jumps of T₂ or T₃ in the other coordinates therefore contribute nothing.

On the free surface, T lies in the unit ball, so T·n ≤ 1. On the base, n points into the heater, so T·n = −T₃. Since every point of K has height at least w, −T₃ ≤ −w. The surface integral is thus at most A − wB, and

A − wB ≥ 3|K|^(1/3) V^(2/3).

A cap with Young's angle reaches this limit. It is K enlarged by a factor R and moved onto the heater, so V = R³|K|. Its surface term is A − wB = πR²(2 − 3w + w³) = 3R²|K|, and the right side is 3|K|^(1/3)R²|K|^(2/3), the same number. No shape of equal volume has a lower surface energy.

The lowest work at given volume is therefore

ΔG_min(V) = 3γ|K|^(1/3) V^(2/3) − gV.

Its derivative, 2γ|K|^(1/3) V^(−1/3) − g, is positive for small V, negative for large V, and vanishes at

V* = (2γ/g)³|K|.

Inserting V* gives

ΔG_min(V*) = 12γ³|K|/g² − 8γ³|K|/g² = 4γ³|K|/g².

With |K| = 4πf/3 this is 16πγ³f/(3g²) = f W_hom, as before.

Any growth path along which the volume changes continuously from zero to beyond V* must pass V*, where its work is at least this value. The sequence of caps with Young's angle never exceeds it. Within this model, f W_hom is thus the lowest barrier over all shapes.

**Perfect wetting**

As θ → 0, expand each factor of f:

1 − cos θ = (θ²/2)(1 − θ²/12 + …),
2 + cos θ = 3(1 − θ²/6 + …).

Squaring the first gives (θ⁴/4)(1 − θ²/6 + …), and therefore

f = (3θ⁴/16)(1 − θ²/3 + …) → 0.

The radius of curvature stays at 2γ/g while the cap height R*(1 − cos θ) falls as θ². The base radius R* sin θ falls as θ, so the volume of the cap falls as θ⁴, and the barrier with it. A continuum description cannot follow the cap below a height of one atomic layer.

A flat disk of radius a and height h shows what remains. At w = 1 the cost of its top face, γπa², cancels against the gain at its base. The side wall is left:

ΔG = −πgha² + 2πγha.

The maximum lies at a = γ/g, and the barrier is πγ²h/g. It tends to zero with h, in agreement with f → 0. If h cannot be smaller than one atomic layer, the barrier stays finite.

For w > 1 no contact angle exists, and each unit of covered area gains a further γ(w − 1):

ΔG = −πa²[gh + γ(w − 1)] + 2πγha.

The maximum is now at a = γh/[gh + γ(w − 1)], with barrier πγ²h²/[gh + γ(w − 1)]. This also vanishes as h → 0, and at given h it is lower than at w = 1.

**Nonwetting**

Replacing θ by π − θ changes the sign of c = cos θ, so

f(θ) + f(π − θ) = (2 − 3c + c³)/4 + (2 + 3c − c³)/4 = 1.

Geometrically, two complementary caps make up a full sphere. It follows that f(π/2) = 1/2 and, from the expansion above, that near θ = π

1 − f ≈ 3(π − θ)⁴/16 → 0.

The critical nucleus becomes a sphere that touches the heater at a point, and W_het → W_hom. At w = −1 the reference body K is the whole unit ball, and the inequality says that A + B is at least the area of a sphere of volume V. For w < −1, A − wB ≥ A + B, so contact cannot lower the barrier below that of a detached sphere. The heater then gives no help.

**What each derivation assumes**

The first derivation assumes the spherical cap. In return it needs nothing beyond elementary calculus, gives Young's angle and the critical radius together, and shows the saddle explicitly. It says nothing about nuclei of other shapes.

The second assumes no shape. It needs a flat heater with uniform w, since the bound T·n ≤ −w is applied over the whole base, and an isotropic γ, since every element of free surface is given the same weight. It yields the barrier as a minimum over all shapes, but does not by itself describe how the work varies with radius and angle near the critical point.

Both rest on the same form of ΔG. A temperature gradient that changes g across the nucleus, strain, or a contact-line energy adds terms to which neither argument applies as it stands.

The two routes were also checked numerically. A search over radius and cap angle, started near the predicted saddle for each of five contact angles from 30° to 150°, found saddles whose work agrees with f W_hom to within about 2 × 10⁻⁷ of that value. The shape inequality held in all 1800 trials, made at five values of w with random bodies of revolution that meet the heater at a right angle and with boxes on a square base; the closest lay 0.7% above the lower limit.

**A worked example**

Take round model parameters: γ = 0.06 J/m², γ_ah = 0.50 J/m², γ_ch = 0.47 J/m², g = 10⁸ J/m³ and T = 600 K, so that kT = 0.0517 eV. Then

cos θ = (0.50 − 0.47)/0.06 = 0.5, θ = 60°,

f = (2.5)(0.5)²/4 = 0.156,

R* = 2(0.06 J/m²)/(10⁸ J/m³) = 1.2 nm.

The critical cap is 1.2 × (1 − 0.5) = 0.6 nm high and has a base radius of 1.04 nm. Its volume is 1.13 nm³, compared with 7.24 nm³ for the critical sphere. The barriers are

W_hom = 16π(0.06 J/m²)³/[3(10⁸ J/m³)²] = 2.26 eV = 43.7 kT,

W_het = 0.156 × 2.26 eV = 0.353 eV = 6.8 kT.

The three parts of the work at the critical cap show how the heater acts:

volume −0.706 eV, free surface +1.694 eV, base −0.635 eV,

with sum 0.353 eV. The replaced heater contact pays for more than a third of the free surface.

With an atomic spacing of 0.3 nm, this cap is two layers high, so its barrier is a continuum estimate. The critical cap is one layer high when 1.2(1 − cos θ) = 0.3, that is, at θ = 41.4°, where the formula gives 0.097 eV. A one-layer disk at perfect wetting has the barrier πγ²h/g = 0.212 eV, or 4.1 kT. This is larger, although the wetting is better. The disk has a minimum height and a vertical wall charged at the full γ, whereas the cap may thin out smoothly towards its edge. For a comparison at equal wetting, take the disk at θ = 41.4°, where w = 0.75. Its top face is then not fully paid for by the base, and the barrier is πγ²h²/[gh − γ(1 − w)] = 0.424 eV, more than four times the cap value. The barrier of so thin a nucleus depends strongly on the shape allowed, so f should not be trusted in detail at such angles. The 60° example is not exempt: the same formula gives 0.847 eV for a two-layer disk (h = 0.6 nm) at w = 0.5, against 0.353 eV for the cap.

**From barrier to rate**

The factor f multiplies the barrier, which stands in an exponent, so it is not a ratio of rates. For a simple estimate, give every atomic site the same prefactor and let g and T be uniform through the layer. A layer 30 nm thick with one heater face has interface and bulk sites in the ratio 0.3/30 = 0.01. Then

rate at interface/rate in bulk = 0.01 exp[(1 − f)W_hom/kT].

At 60° the exponent is 43.69 − 6.83 = 36.86, and the ratio is about 10¹⁴. The power of ten is indicative at best. The exponent varies as γ³/g², so a change of γ by 10% at fixed angle shifts the ratio by more than four powers of ten. Using the two-layer disk barrier of 0.847 eV in place of the cap value would lower the ratio to about 10¹⁰. In addition, a barrier of 6.8 kT is not very large compared with kT, and the prefactors need not be equal. The estimate also applies only to an isothermal layer, whereas a working heater makes its face hotter than the bulk. If, for illustration, g is proportional to (900 K − T) at fixed γ, a rise of 20 K changes W_hom/kT from 43.7 to 48.5, about two powers of ten in the exponential factor.

The two rates balance when (1 − f) × 43.69 = ln 100, which gives f = 0.895 and θ ≈ 127°. Between this angle and 180° the heater still lowers the barrier, but in this estimate the larger number of bulk sites outweighs the reduction. Within this model, interface nucleation can therefore fall below bulk nucleation before the nonwetting limit is reached. The angle required depends on the layer thickness and on W_hom/kT, so 127° is not a general value. The remaining values, including f at intervals of 30°, are in the numerical output below.

Computed values

```
crystal/amorphous energy gamma = 0.06 J/m^2
amorphous/heater energy = 0.50 J/m^2
crystal/heater energy = 0.47 J/m^2
driving free energy g = 1.0e+08 J/m^3
temperature = 600 K
thermal energy kT = 0.05170 eV
layer thickness = 30 nm
atomic spacing = 0.3 nm
cos(theta) = 0.5000 (no unit)
contact angle = 60.00 degrees
factor f = 0.15625 (no unit)
critical radius of curvature = 1.2000 nm
critical cap height = 0.6000 nm
critical base radius = 1.0392 nm
critical cap volume = 1.1310 nm^3
critical sphere volume = 7.2382 nm^3
cap: volume term = -0.7059 eV
cap: free-surface term = 1.6942 eV
cap: base term = -0.6353 eV
homogeneous barrier = 2.2589 eV
heterogeneous barrier = 0.3529 eV
homogeneous barrier / kT = 43.69 (no unit)
heterogeneous barrier / kT = 6.83 (no unit)
f at 0 degrees = 0.00000
f at 30 degrees = 0.01286
f at 60 degrees = 0.15625
f at 90 degrees = 0.50000
f at 120 degrees = 0.84375
f at 150 degrees = 0.98714
f at 180 degrees = 1.00000
small angle used in limit tests = 0.05 rad
f/theta^4 near perfect wetting = 0.18734 rad^-4
(1-f)/(pi-theta)^4 near nonwetting = 0.18734 rad^-4
limiting coefficient 3/16 = 0.18750 rad^-4
angle where cap is one layer high = 41.41 degrees
barrier at that angle = 0.0971 eV
one-layer disk barrier, perfect wetting = 0.2118 eV
one-layer disk barrier / kT = 4.10 (no unit)
log10(interface/bulk rate) = 14.01 (no unit)
angle of equal rates = 126.66 degrees
f at equal rates = 0.8946 (no unit)
largest relative saddle-barrier error = 2.0e-07
trial shapes tested = 1800
smallest relative surface-energy excess = 7.3e-03
```
